# How much of a grid's nominal plane-wave cutoff is usable?: test program

```python
"""
Result under test: a uniform grid of spacing h has the nominal plane-wave
cutoff E_c = pi^2/(2 h^2) (Hartree units), but a central stencil of order 2m
gives the kinetic energy of a wave k with relative deficit
    R_m(t) = g_m * integral_0^1 (1-u) sin(u t/2)^(2m) du,   t = k h,
    g_m = 2 * 4^m (m!)^2 / (2m)!,
bounded by C_m t^(2m), C_m = 2 (m!)^2/(2m+2)!.
The usable fraction of E_c at tolerance eps is (t_eps/pi)^2, R_m(t_eps) = eps.
"""
from math import factorial, pi, sqrt

import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq

BOHR_IN_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = const.physical_constants["Hartree energy in eV"][0]


def stencil_weights(m):
    """Weights c_0..c_m of h^2 d^2/dx^2, from the Taylor conditions."""
    matrix = sp.Matrix(m, m, lambda n, j: 2 * sp.Integer(j + 1) ** (2 * n + 2))
    rhs = sp.Matrix(m, 1, lambda n, _: 2 if n == 0 else 0)
    side = list(matrix.LUsolve(rhs))
    return [-2 * sum(side)] + side


HALF_WIDTHS = (1, 2, 6)
weights = {m: np.array([float(c) for c in stencil_weights(m)])
           for m in HALF_WIDTHS}


def symbol(m, t):
    """Stencil replacement for t^2 = (k h)^2, from the weights."""
    c = weights[m]
    return -(c[0] + 2 * sum(c[j] * np.cos(j * t) for j in range(1, m + 1)))


def deficit(m, t):
    """Relative kinetic-energy deficit, from the weights."""
    return 1 - symbol(m, t) / t**2


def leading_coefficient(m):
    return 2 * factorial(m) ** 2 / factorial(2 * m + 2)


# --- nominal cutoff: search for the first wave that aliases another one
h_angstrom = 0.2
h = h_angstrom / BOHR_IN_ANGSTROM
cutoff = pi**2 / (2 * h**2)
n_points = 40
positions = h * np.arange(n_points)
k_unit = 2 * pi / (n_points * h)
seen = []
first_alias = None
for n in range(0, n_points):
    for signed in ((0,) if n == 0 else (n, -n)):
        wave = np.exp(1j * signed * k_unit * positions)
        if any(np.allclose(wave, old, atol=1e-9) for old in seen):
            first_alias = n
            break
        seen.append(wave)
    if first_alias is not None:
        break
assert first_alias is not None
assert abs((first_alias * k_unit) ** 2 / 2 - cutoff) < 1e-9 * cutoff

# --- stencil symbol against the sum in sin^2 and the integral for R_m
for m in HALF_WIDTHS:
    g = 2 * 4**m * factorial(m) ** 2 / factorial(2 * m)
    previous = 0.0
    for t in np.linspace(0.3, pi, 15):
        s = np.sin(t / 2) ** 2
        series = sum(2 * 4**j * factorial(j - 1) ** 2 / factorial(2 * j) * s**j
                     for j in range(1, m + 1))
        assert abs(series - symbol(m, t)) < 1e-11
        integral = g * quad(lambda u: (1 - u) * np.sin(u * t / 2) ** (2 * m),
                            0, 1, epsabs=1e-13)[0]
        r = deficit(m, t)
        assert abs(integral - r) < 1e-10
        assert r > previous - 1e-12          # rises with t (rounding allowed)
        assert r <= leading_coefficient(m) * t ** (2 * m) + 1e-12
        previous = r

# --- usable part of the cutoff
tolerances = (0.01, 0.001)
threshold, fraction, estimate = {}, {}, {}
for m in HALF_WIDTHS:
    for eps in tolerances:
        t_eps = brentq(lambda t: deficit(m, t) - eps, 0.01, pi, xtol=1e-13)
        threshold[m, eps] = t_eps
        fraction[m, eps] = (t_eps / pi) ** 2
        estimate[m, eps] = (eps / leading_coefficient(m)) ** (1 / m) / pi**2
        ratio = estimate[m, eps] / fraction[m, eps]
        # the hand estimate is a lower bound, poorer where t is not small
        assert (0.9 if m < 3 else 0.7) < ratio < 1

# --- three dimensions: an axis is the worst direction for a given |k|
rng = np.random.default_rng(1)
diagonal_error = {}
for m in HALF_WIDTHS:
    t_eps = threshold[m, 0.01]
    directions = rng.normal(size=(500, 3))
    directions /= np.linalg.norm(directions, axis=1)[:, None]
    errors = 1 - symbol(m, t_eps * directions).sum(axis=1) / t_eps**2
    assert errors.max() <= 0.01 + 1e-10
    diagonal = t_eps * np.ones(3) / sqrt(3)
    diagonal_error[m] = 1 - symbol(m, diagonal).sum() / t_eps**2

# --- oscillator ground state: diagonalization against momentum average
omega = 1.0
n_side = 24
x = h * np.arange(-n_side, n_side + 1)
actual_error, predicted_error = {}, {}
for m in HALF_WIDTHS:
    hamiltonian = np.diag(0.5 * omega**2 * x**2)
    for j in range(m + 1):
        band = -weights[m][j] / (2 * h**2) * np.ones(len(x) - j)
        hamiltonian += np.diag(band, j)
        if j > 0:
            hamiltonian += np.diag(band, -j)
    actual_error[m] = eigvalsh(hamiltonian)[0] - omega / 2

    def weighted_error(k):
        density = np.exp(-k**2 / omega) / sqrt(pi * omega)
        return density * (symbol(m, k * h) / h**2 - k**2) / 2

    predicted_error[m] = 2 * quad(weighted_error, 0, pi / h,
                                  epsabs=1e-13, limit=200)[0]
    # second-order perturbation terms are a few percent at order 2
    assert abs(actual_error[m] / predicted_error[m] - 1) < 0.05

# --- output
print(f"grid spacing h = {h_angstrom:.3f} angstrom")
print(f"grid spacing h = {h:.5f} bohr")
print(f"largest wavevector pi/h = {pi / h:.4f} 1/bohr")
print(f"nominal cutoff = {cutoff:.3f} hartree")
print(f"nominal cutoff = {cutoff * HARTREE_IN_EV:.1f} eV")
for m in HALF_WIDTHS:
    print(f"order {2 * m}: 1/C_m = {1 / leading_coefficient(m):.0f}")
    print(f"  deficit at cutoff = {100 * deficit(m, pi):.1f} %")
    for eps in tolerances:
        f = fraction[m, eps]
        print(f"  tol {100 * eps:.1f} %: kh = {threshold[m, eps]:.4f} rad,"
              f" fraction = {100 * f:.2f} %")
        print(f"    hand estimate = {100 * estimate[m, eps]:.2f} %,"
              f" usable = {f * cutoff * HARTREE_IN_EV:.1f} eV")
    print(f"  points per wavelength (tol 1 %) ="
          f" {2 * pi / threshold[m, 0.01]:.2f}")
    print(f"  error on cube diagonal, same |k| (tol 1 %) ="
          f" {100 * diagonal_error[m]:.4f} %")
matching_h = h_angstrom * threshold[1, 0.01] / threshold[6, 0.01]
print(f"order-2 spacing matching order 12 = {matching_h:.4f} angstrom")
print(f"  points ratio in 3D = {(h_angstrom / matching_h) ** 3:.0f}")
print(f"oscillator omega = {omega:.1f} hartree,"
      f" mean kinetic energy = {omega / 4:.2f} hartree")
for m in HALF_WIDTHS:
    print(f"  order {2 * m}: energy error = {actual_error[m]:.3e} hartree")
    print(f"    momentum average = {predicted_error[m]:.3e} hartree")
print("PASS")
```

Printed output:

```
grid spacing h = 0.200 angstrom
grid spacing h = 0.37795 bohr
largest wavevector pi/h = 8.3123 1/bohr
nominal cutoff = 34.547 hartree
nominal cutoff = 940.1 eV
order 2: 1/C_m = 12
  deficit at cutoff = 59.5 %
  tol 1.0 %: kh = 0.3471 rad, fraction = 1.22 %
    hand estimate = 1.22 %, usable = 11.5 eV
  tol 0.1 %: kh = 0.1096 rad, fraction = 0.12 %
    hand estimate = 0.12 %, usable = 1.1 eV
  points per wavelength (tol 1 %) = 18.10
  error on cube diagonal, same |k| (tol 1 %) = 0.3342 %
order 4: 1/C_m = 90
  deficit at cutoff = 46.0 %
  tol 1.0 %: kh = 0.9958 rad, fraction = 10.05 %
    hand estimate = 9.61 %, usable = 94.4 eV
  tol 0.1 %: kh = 0.5515 rad, fraction = 3.08 %
    hand estimate = 3.04 %, usable = 29.0 eV
  points per wavelength (tol 1 %) = 6.31
  error on cube diagonal, same |k| (tol 1 %) = 0.1178 %
order 12: 1/C_m = 84084
  deficit at cutoff = 28.3 %
  tol 1.0 %: kh = 1.9842 rad, fraction = 39.89 %
    hand estimate = 31.13 %, usable = 375.0 eV
  tol 0.1 %: kh = 1.5627 rad, fraction = 24.74 %
    hand estimate = 21.21 %, usable = 232.6 eV
  points per wavelength (tol 1 %) = 3.17
  error on cube diagonal, same |k| (tol 1 %) = 0.0037 %
order-2 spacing matching order 12 = 0.0350 angstrom
  points ratio in 3D = 187
oscillator omega = 1.0 hartree, mean kinetic energy = 0.25 hartree
  order 2: energy error = -4.505e-03 hartree
    momentum average = -4.411e-03 hartree
  order 4: energy error = -2.039e-04 hartree
    momentum average = -2.033e-04 hartree
  order 12: energy error = -3.591e-08 hartree
    momentum average = -3.591e-08 hartree
PASS
```
